Critical moment of a fixed point dipole for binding an electron

**Problem**

An electron moves in the field of a point dipole that is held fixed in space. The dipole moment D > 0 points along +z, from the negative to the positive charge. Atomic units are used: ħ, the electron mass and the elementary charge equal 1, lengths are in a₀ and moments in e·a₀. The dipole's electrostatic potential is D cosθ/r², and the electron has charge −1, so its potential energy is

V = −D cosθ/r².

The electron is attracted on the side θ = 0. An impenetrable sphere of radius r₀ > 0 around the dipole keeps the electron away from the singular point.

(a) Show that the angular motion is governed by A = L² − 2D cosθ, and that negative-energy states exist if and only if the lowest eigenvalue λ₀ of A lies below −1/4.

(b) Find the moment D_c at which λ₀ = −1/4.

(c) Apply the result to two gases met in plasma etching: hydrogen fluoride, with a moment of roughly 1.8 debye, and hydrogen chloride, with roughly 1.1 debye. Take r₀ = 0.1 nm. Decide whether the predicted states can matter in a real gas.

**First estimate by scaling**

Kinetic energy scales as 1/r², and so does V. Changing the size of a state therefore does not alter the balance between them, and the core radius cannot enter the critical moment. D_c must be a pure number times the atomic unit e·a₀.

To estimate that number, let the electron lean slightly towards the positive end, with the angular function

f = 1 + b cosθ.

Over the sphere, the average of cosθ is 0 and that of cos²θ is 1/3. Since L² cosθ = 2 cosθ, the averages needed are

⟨f²⟩ = 1 + b²/3,
⟨f L² f⟩ = 2b²/3,
⟨f cosθ f⟩ = 2b/3.

The angular energy is thus

λ ≈ (2b²/3 − 4Db/3)/(1 + b²/3).

Leaning costs kinetic energy of order b² and gains potential energy of order Db. For small b the denominator may be replaced by 1. The numerator is least where 4b/3 = 4D/3, that is b = D, which gives

λ₀ ≈ −(2/3)D².

Setting this equal to −1/4 gives D² = 3/8, or

D_c ≈ √(3/8) = 0.612 e·a₀.

The lean b = D is then not small, so an error of some per cent should be expected.

**Exact solution: separation**

Write ψ = u(r) f(θ,φ)/r with A f = λf. The Laplacian acts as

∇²ψ = u″f/r − u L²f/r³.

The Schrödinger equation −½∇²ψ + Vψ = Eψ becomes

−u″f/(2r) + u L²f/(2r³) − D cosθ u f/r³ = E u f/r.

Multiply by 2r. The second and third terms combine into u(L² − 2D cosθ)f/r² = λuf/r². Dividing by f leaves

−u″ + (λ/r²)u = 2Eu, with u(r₀) = 0.

**Why the borderline is −1/4**

Suppose a bound state exists. Multiply the radial equation by u and integrate from r₀ to infinity. The boundary term of the integration by parts vanishes, because u is zero at the core and decays at large r:

∫u′² dr + λ∫u²/r² dr = 2E∫u² dr.

To bound the first integral from below, start from a square:

0 ≤ ∫(u′ − u/(2r))² dr = ∫u′² dr − ∫uu′/r dr + ¼∫u²/r² dr.

In the middle term uu′ = (u²/2)′, and integration by parts gives ∫uu′/r dr = ½∫u²/r² dr. Hence

∫u′² dr ≥ ¼∫u²/r² dr.

The left side of the energy relation is therefore at least (λ + 1/4)∫u²/r² dr. If λ ≥ −1/4, a negative E is impossible. If the lowest eigenvalue satisfies this condition, all the others do too, and no angular channel binds.

For the converse, let λ < −1/4 and define

ν = √(−λ − 1/4), κ = √(−2E), y = ln(κr), u = √r w(y).

Differentiating, with dy/dr = 1/r,

u′ = r^(−1/2)(w/2 + w_y),
u″ = r^(−3/2)(w_yy − w/4).

In u″ the two terms in w_y, +½ and −½, have cancelled. Inserting this in u″ = (λ/r² + κ²)u and multiplying by r^(3/2) gives

w_yy = (e^(2y) − ν²)w.

Take the solution that decays at large y. Towards small r, where y → −∞, the exponential dies out and w becomes a sine wave in νy. It has infinitely many zeros y₁ > y₂ > …. A bound state results whenever the core sits on a zero, ln(κr₀) = y_n, and each zero supplies one value of κ. There are thus infinitely many bound states, with energies accumulating at zero. This proves (a).

The core is essential above the threshold. Since κ_n r₀ is fixed by ν, each binding energy grows as 1/r₀². Shrinking the core to nothing sends the lowest energy to −∞, so the bare point dipole has no definite ground state there.

**The lowest angular eigenvalue crosses once**

The lowest state has m = 0. For f = g(θ)e^(imφ), the average of A contains a positive term in m²g²/sin²θ. Dropping the phase factor removes that term and changes nothing else, so any state with m ≠ 0 lies above some m = 0 trial value.

As a function of D, λ₀ is the minimum over normalized f of ⟨L²⟩ − 2D⟨cosθ⟩. Each of these expressions is linear in D, and a minimum of linear functions is concave. Moreover λ₀(0) = 0, and the trial function above shows that λ₀ < 0 for every D > 0: a small enough positive b makes its numerator negative. For 0 < D₁ < D₂, concavity gives

λ₀(D₁) ≥ (D₁/D₂)λ₀(D₂) > λ₀(D₂).

The second inequality holds because λ₀(D₂) is negative and is multiplied by a factor below 1. So λ₀ decreases strictly. The first inequality, read as λ₀(D₂) ≤ (D₂/D₁)λ₀(D₁), shows that λ₀ falls without bound as D₂ grows. It therefore passes −1/4 at one moment only.

**The matrix problem**

For m = 0 use normalized Legendre functions p_l = √((2l+1)/2) P_l(x), with x = cosθ. The recurrence

(2l+1)xP_l = (l+1)P_(l+1) + lP_(l−1)

shows that x couples only neighbours. Converting P_(l+1) back to p_(l+1) brings in the factor √((2l+1)/(2l+3)), so

c_l = ⟨l+1|cosθ|l⟩ = (l+1)/√((2l+1)(2l+3)).

With f = Σ f_l p_l, the equation A f = −f/4 reads

[l(l+1) + 1/4] f_l = 2D (c_(l−1) f_(l−1) + c_l f_(l+1)).

The bracket is a perfect square, (l + 1/2)². Define g_l = (l + 1/2)f_l and divide by 2D(l + 1/2):

k_(l−1) g_(l−1) + k_l g_(l+1) = g_l/(2D),

k_l = c_l/[(l+1/2)(l+3/2)] = 4(l+1)/[(2l+1)(2l+3)]^(3/2).

This is an ordinary eigenvalue problem, Kg = μg with μ = 1/(2D). At D = 0 all eigenvalues of A + 1/4 are positive. As D rises, the first to reach zero is the lowest one, and the smallest positive D belongs to the largest μ. Hence

D_c = 1/(2μ_max).

The couplings fall quickly: k₀ = 0.7698, k₁ = 0.1377, k₂ = 0.0580. Small matrices therefore suffice. With l = 0 and 1, μ = k₀ = 4/(3√3), and

D_c ≈ 3√3/8 = 0.6495.

With l = 0, 1 and 2, the characteristic equation is μ³ = μ(k₀² + k₁²), so

μ² = 16/27 + 64/3375 = 0.61156, μ = 0.78202, D_c ≈ 0.63937.

**Error bounds**

Cutting the basis can only lower the largest eigenvalue, so every truncated value of D_c is an upper bound. For a lower bound, split a normalized vector into a part of length a in the first N functions and a part of length b in the rest. The parts are joined by the single element k_(N−1). Within the rest, 2|g_l g_(l+1)| ≤ g_l² + g_(l+1)², and each component has two neighbours. The k_l decrease with l, so the rest contributes at most 2k_N b². Together,

⟨K⟩ ≤ μ_N a² + 2k_(N−1) ab + 2k_N b².

The largest value of the right side is the upper eigenvalue of the 2×2 matrix with diagonal μ_N, 2k_N and off-diagonal k_(N−1). It bounds μ_max from above. For N = 3 the bracket on D_c is 0.635592 to 0.639370, and for N = 12 it is 0.639302 to 0.639315. This settles four digits:

D_c = 0.6393 e·a₀ = 1.625 debye.

A calculation without spherical harmonics agrees. The angular equation

d/dx[(1 − x²) df/dx] + (2Dx + λ)f = 0

was solved at λ = −1/4 by a regular power series about each pole, and the two series were matched in value and slope at the equator. This gives 0.63931488 e·a₀, equal in all printed digits to the value from a matrix of 60 functions.

At D_c the angular state is 89.6% l = 0, 10.3% l = 1 and 0.1% l = 2. The next channel to reach −1/4 has |m| = 1 and does so at 3.792 e·a₀; the second m = 0 state follows at 7.547 e·a₀. For the gases considered here, only the lowest channel can be supercritical.

**Comparison of the estimate with the exact result**

The scaling estimate 0.612 is 4.2% below 0.6393. The sign and size of the error follow from the next order in D. For general λ, the first three rows of the matrix equation, with l = 3 and above dropped, are

−(2D/√3)f₁ = λf₀,
−(2D/√3)f₀ + 2f₁ − (4D/√15)f₂ = λf₁,
−(4D/√15)f₁ + 6f₂ = λf₂.

The third row gives f₂ = (4D/√15)f₁/(6 − λ). Substituting this in the second row, and then f₁ in the first,

λ = −(4D²/3)/[2 − λ − (16D²/15)/(6 − λ)].

In the denominator it is enough to use λ ≈ −2D²/3, and 6 for 6 − λ. It becomes

2 + 2D²/3 − 8D²/45 = 2 + 22D²/45.

Expanding the quotient to order D⁴ gives

λ₀ ≈ −(2/3)D² + (22/135)D⁴.

The dropped states with l ≥ 3 first contribute at order D⁶, because reaching l = 3 and returning takes six couplings. The D⁴ term is positive: the estimate lets λ₀ fall too fast and so reaches −1/4 too early. Setting the improved expression equal to −1/4 gives a quadratic equation for D²,

(22/135)D⁴ − (2/3)D² + 1/4 = 0.

Its smaller root is D² = 0.4176, or D = 0.646, which is 1.1% above the exact moment. The two orders thus lie on either side of it.

The estimate also works below the threshold. For hydrogen chloride D = 1.1 × 0.39343 = 0.4328 e·a₀, and −(2/3)D² = −0.1249. The exact eigenvalue is −0.1197, so the estimate is 4.3% too large in magnitude. What the estimate cannot supply is the bound spectrum, which depends on the small difference between λ₀ and −1/4.

**Levels just above the threshold**

The decaying solution of the equation for w is the modified Bessel function K_(iν)(x), where from here on x = κr. Its definition is

K_a = (π/2)(I_(−a) − I_a)/sin(πa), with I_a ≈ (x/2)^a/Γ(1+a) at small x.

Using Γ(a)Γ(1−a) = π/sin(πa), the coefficient of (x/2)^(−a) is Γ(a)/2, and likewise that of (x/2)^a is Γ(−a)/2. For a = iν the two terms are complex conjugates, and

K_(iν)(x) ≈ Re[Γ(iν)(x/2)^(−iν)].

Let φ = arg Γ(1+iν). Since Γ(iν) = Γ(1+iν)/(iν), its phase is φ − π/2, and

K_(iν)(x) ≈ (|Γ(1+iν)|/ν) sin[φ − ν ln(x/2)].

The zeros at small x are

κ_n r₀ = 2 exp[(φ − nπ)/ν], n = 1, 2, 3, …

The value n = 0 is excluded. For small ν it would put x near 1, where x > ν; there w_yy has the sign of w, and a decaying solution cannot cross zero. The energies are E_n = −κ_n²/2, and

E_n/E_(n+1) ≈ exp(2π/ν),

which holds when κ_n r₀ ≪ 1 and becomes exact as n grows.

Close to the threshold ν follows from the slope of λ₀. The derivative of an eigenvalue is the average of the derivative of the operator, so dλ₀/dD = −2⟨cosθ⟩. At D_c, ⟨cosθ⟩ = 0.3617, and

ν² ≈ 0.7235 (D − D_c).

The binding energy contains exp(−2π/ν). As D approaches D_c from above, it vanishes faster than any power of D − D_c. A moment slightly above critical therefore gives extremely weak binding in this model.

**The two gases**

Hydrogen chloride has λ₀ = −0.1197 > −1/4. With a hard core, the fixed dipole binds no electron. This says nothing about states held by the short-range forces of the real molecule, which the model leaves out.

For hydrogen fluoride D = 1.8 × 0.39343 = 0.7082 e·a₀, which exceeds D_c by 0.0689 e·a₀, or 11%. The exact eigenvalue is λ₀ = −0.3017, so

ν = √(0.3017 − 0.2500) = 0.227.

The linear formula gives ν² = 0.0498 against the exact 0.0517, so it is 4% low. With φ = −0.1267 the first zero lies at

ln(κ₁r₀) = ln 2 + (−0.1267 − 3.1416)/0.2274 = −13.68.

Direct integration of the equation for w, without Bessel functions, gives the first three zeros at −13.678, −27.493 and −41.307, in agreement with the formula to the five decimals printed. The decay length of the first state is

1/κ₁ = 0.1 nm × e^(13.68) ≈ 87 µm,

and its binding energy is 5 × 10⁻¹² eV. The next level is weaker by a further factor of 1.0 × 10¹².

These figures belong to a moment of exactly 1.8 debye. By the linear formula, a change of 0.05 debye (0.020 e·a₀) shifts ν² by about 0.014, which changes exp(−2π/ν) by more than a factor of ten in either direction. For a roughly known moment, only the extreme smallness of the binding is meaningful.

**What a real gas does to these states**

For so weakly bound a state, the assumption of a fixed direction fails. With a rough bond length of 0.092 nm, the lowest rotational spacing of hydrogen fluoride is 5.2 meV, about 10⁹ times the predicted binding energy. The dipole strength D/r² falls to this spacing at r = 3.2 nm. Farther out, a slow electron meets a molecule that turns freely. In a definite rotational state such a molecule has no average dipole. What remains of the dipole is a second-order effect of order (D/r²)² divided by the spacing, which falls as 1/r⁴. In the rotational ground state it is an attraction. In the excited states, which hold about 90% of the molecules at 300 K, its sign depends on the orientation of the rotation. In those excited states the quadrupole moment of the real molecule also survives the averaging, as a first-order term falling as 1/r³. All these terms fall faster than 1/r² and are too short-ranged to sustain the infinite ladder. Between the core and 3.2 nm the phase ν ln(r/r₀) advances by only 0.79 rad, whereas successive levels are separated by π. The level at 5 × 10⁻¹² eV is thus a property of the model and not a prediction for the molecule. How far rotation shifts the threshold itself is not calculated here, so 1.625 debye should not be used as a binding criterion for rotating molecules.

Other omissions point the same way. At 10 mTorr and 300 K the typical spacing n^(−1/3) of the gas molecules, with n their number density, is 0.15 µm, so a state 87 µm in extent would enclose a vast number of them. The thermal energy, 25.9 meV, far exceeds the binding. In a plasma with an electron temperature of 3 eV and a density of 10¹⁰ cm⁻³, the Debye length is 129 µm, comparable with the size of the state.

The hard core is also crude. With a rough quadrupole moment of 2.4 debye·Å and a polarizability of 0.8 Å³, the quadrupole energy on the axis is 1.33 times the dipole energy at 0.1 nm, and the polarization energy is 1.07 times. At 1 nm these ratios are 0.13 and 0.011. The dipole field dominates at large distance, but a real short-range force would change the position of any level.

The fixed dipole is a better picture for fast collisions. An electron of 3 eV crosses 1 nm in about 1 fs, while the rotation time, ħ divided by the lowest spacing, is 127 fs. Typical molecules at 300 K are in excited rotational states and turn faster, in about 40 fs. The molecule hardly turns during such a passage. At the same speed the electron covers about 40 nm in the shorter of these times, so the approximation fails for passages at distances of that order, and at smaller distances for slower electrons.

The remaining values are listed in the numerical output.

Numbers as computed

```
critical moment, matrix: 0.63931488 e*a0
critical moment, pole series: 0.63931488 e*a0
critical moment: 1.6250 debye
one debye: 0.393430 e*a0
largest eigenvalue of K: 0.78208723
k_0 to k_4: 0.769800 0.137706 0.057953 0.031997 0.020304
bracket, 2 functions: 0.626867 to 0.649519 e*a0
bracket, 3 functions: 0.635592 to 0.639370 e*a0
bracket, 4 functions: 0.638190 to 0.639315 e*a0
bracket, 6 functions: 0.639104 to 0.639315 e*a0
bracket, 12 functions: 0.639302 to 0.639315 e*a0
next critical moment, |m| = 1: 3.7920 e*a0
second critical moment, m = 0: 7.5470 e*a0
mean cos(theta) at critical moment: 0.36174
slope of lowest eigenvalue there: -0.72348 per e*a0
angular weights at critical moment, l = 0 to 3: 0.896070 0.102767 0.001160 0.000003
HF rough moment: 1.8 debye = 0.70817 e*a0
HF lowest eigenvalue: -0.301716
HCl rough moment: 1.1 debye = 0.43277 e*a0
HCl lowest eigenvalue: -0.119661
HF nu: 0.22741
HF arg Gamma(1 + i nu): -0.12668 rad
HF ln(kappa r) at zeros, integrated: -13.67839 -27.49290 -41.30741
HF ln(kappa r) at zeros, formula: -13.67839 -27.49290 -41.30741
core radius: 0.1 nm = 1.8897 a0
first binding energy: 5.01e-12 eV
decay length 1/kappa: 87.2 um
ratio of successive energies: 9.98e+11
rough HF bond length: 0.092 nm
rough masses H, F: 1, 19 u
rotational spacing J = 0 to 1: 5.20 meV
radius where D/r^2 equals that spacing: 3.22 nm
phase nu*ln(r/core) up to there: 0.790 rad
rough HF quadrupole: 2.4 debye*angstrom
rough HF polarizability: 0.8 angstrom^3
quadrupole/dipole energy on axis at 0.1 nm: 1.333
polarization/dipole energy on axis at 0.1 nm: 1.0674
quadrupole/dipole energy on axis at 1.0 nm: 0.133
polarization/dipole energy on axis at 1.0 nm: 0.0107
gas: 10 mTorr, 300 K
thermal energy kT: 25.9 meV
mean spacing of gas molecules: 0.146 um
plasma: Te = 3.0 eV, ne = 1e+10 cm^-3
Debye length: 129 um
time for a 3.0 eV electron to cross 1 nm: 0.97 fs
rotation time hbar/spacing: 127 fs
```
